# Evanescent gap states and their decay in a two-band chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: a chain with symmetric bands

An insulator has no extended electron states at energies inside its gap. Next to a metal, however, electrons of those energies penetrate some distance into it. This problem asks how far they penetrate, and how the distance depends on energy, in a model simple enough to be solved completely.

The insulator is a chain of cells $n$, with period $a$. Each cell holds two orbitals, A and B, with energies $+\varepsilon$ and $-\varepsilon$. The matrix element between A and B in the same cell is $t_1$; that between B in cell $n$ and A in cell $n+1$ is $t_2$. All other matrix elements vanish for now. The orbitals are orthonormal, $t_1$ and $t_2$ are real and positive, and electrons are independent. The algebra uses atomic units, $\hbar=m_e=1$; numbers are given in eV and Å.

The worked example takes round parameters, not those of a particular material: $a=4$ Å, $\varepsilon=2$ eV, $t_1=2.5$ eV and $t_2=4$ eV.

### (a) Write the equations for the amplitudes and find the relation between energy and Bloch factor.

**Solution.** Let $A_n$ and $B_n$ be the amplitudes on the two orbitals of cell $n$. Projecting $H\psi=E\psi$ on each orbital gives

$$E A_n=\varepsilon A_n+t_1B_n+t_2B_{n-1},$$
$$E B_n=-\varepsilon B_n+t_1A_n+t_2A_{n+1}.$$

These equations can be stepped along the chain. If $A_n$ and $B_{n-1}$ are known, the first gives $B_n$, because $t_1\neq0$, and the second then gives $A_{n+1}$, because $t_2\neq0$. Two numbers therefore fix a whole solution, so at each energy there are two independent solutions, whether or not they stay finite at large distance.

Look for solutions that are multiplied by a constant $\lambda$ from cell to cell: $A_n=\lambda^nA$ and $B_n=\lambda^nB$. Dividing by $\lambda^n$ leaves

$$(E-\varepsilon)A=\left(t_1+\frac{t_2}{\lambda}\right)B,\qquad (E+\varepsilon)B=(t_1+t_2\lambda)A.$$

This is a homogeneous linear system for $A$ and $B$. It has a nonzero solution when its determinant vanishes:

$$(E-\varepsilon)(E+\varepsilon)=\left(t_1+\frac{t_2}{\lambda}\right)(t_1+t_2\lambda).$$

Multiplying out both sides,

$$E^2=\varepsilon^2+t_1^2+t_2^2+t_1t_2\left(\lambda+\frac1\lambda\right).\tag{1}$$

Multiplied by $\lambda$, this is a quadratic equation for $\lambda$. Its roots are a pair $\lambda$ and $1/\lambda$, since (1) is unchanged when the two are exchanged. When the roots differ, they supply both independent solutions, and nothing has been missed.

Nothing so far requires $|\lambda|=1$. That requirement comes from the behaviour at infinity, not from the equations in the cells.

### (b) Find the energy bands and the gap. In what sense are the bands symmetric?

**Solution.** In an infinite crystal the amplitude must stay bounded in both directions. This needs $|\lambda|=1$, so $\lambda=e^{ika}$ with real $k$, and $\lambda+1/\lambda=2\cos ka$. Define

$$\Delta^2=\varepsilon^2+(t_1-t_2)^2,\qquad \Delta\geq0.$$

Because $t_1^2+t_2^2=(t_1-t_2)^2+2t_1t_2$, equation (1) becomes

$$E^2=\Delta^2+2t_1t_2(1+\cos ka)=\Delta^2+4t_1t_2\cos^2\frac{ka}{2}.\tag{2}$$

The two square roots are the conduction band, $E_c(k)>0$, and the valence band, $E_v(k)<0$. The last term in (2) is not negative and vanishes at $k=\pi/a$. There the bands come closest, at $E=+\Delta$ and $E=-\Delta$. The gap is

$$E_g=2\Delta.$$

It closes when $\varepsilon=0$ and $t_1=t_2$ together; from here on $\Delta>0$.

The bands are symmetric in the sense that $E_c(k)+E_v(k)=0$ at every $k$. This does not require A and B to be alike: they differ in energy by $2\varepsilon$. Midgap is $E=0$.

The position of the gap at the zone boundary follows from the positive sign of $t_1t_2$. Reversing the sign of $t_2$ has the same effect in (1) as replacing $\lambda$ by $-\lambda$, which moves the gap to $k=0$ and leaves $|\lambda|$ unchanged.

For the example,

$$\Delta^2=2^2+(2.5-4)^2=4+2.25=6.25\ \text{eV}^2,$$

so $\Delta=2.5$ eV and $E_g=5$ eV. The product of couplings is $t_1t_2=10$ eV$^2$.

### (c) Solve the cell equations at an energy inside the gap.

**Solution.** Let $-\Delta<E<\Delta$. Solving (1) for the sum of the roots, and using the definition of $\Delta$, gives

$$\lambda+\frac1\lambda=-2-\frac{\Delta^2-E^2}{t_1t_2}.$$

The right side is real and less than $-2$. The quadratic $\lambda^2-S\lambda+1=0$, with $S=\lambda+1/\lambda$, has discriminant $S^2-4>0$, so its roots are real and different. Their product is $1$ and their sum is negative, so both are negative. One has modulus less than one. Write it as

$$\lambda=-e^{-\kappa a},\qquad \kappa>0.$$

The other is $-e^{+\kappa a}$. Since $-1=e^{i\pi}$, the decaying factor is $e^{ika}$ with a complex wave number,

$$k=\frac{\pi}{a}+i\kappa .$$

The amplitude changes sign from cell to cell, as it does at the band edges, while its size falls as $e^{-\kappa an}$. The electron density is the square of the amplitude and falls as $e^{-2\kappa an}$.

To find $\kappa$, insert $\lambda+1/\lambda=-2\cosh\kappa a$:

$$2\cosh\kappa a-2=\frac{\Delta^2-E^2}{t_1t_2}.$$

The identity $\cosh x-1=2\sinh^2(x/2)$ turns the left side into $4\sinh^2(\kappa a/2)$. Hence

$$4t_1t_2\sinh^2\frac{\kappa a}{2}=\Delta^2-E^2.\tag{3}$$

The right side can be written as $(\Delta-E)(E+\Delta)$, the product of the distances in energy from the two band edges. Both bands therefore enter the decay at every gap energy. The constant $\kappa$ goes to zero at either edge, where the evanescent solution joins a Bloch state of the band.

At $E=1$ eV in the example,

$$\sinh\frac{\kappa a}{2}=\sqrt{\frac{6.25-1}{40}}=0.3623,\qquad \frac{\kappa a}{2}=0.3548,$$

and $\kappa=2(0.3548)/(4\ \text{Å})=0.1774$ Å$^{-1}$. The decay factor computed directly from the matrix form of the cell equations gives the same value.

### (d) At which gap energy is the decay fastest, and how sharp is the maximum?

**Solution.** For $\kappa>0$ the left side of (3) increases with $\kappa$. The largest $\kappa$ therefore belongs to the largest value of $\Delta^2-E^2$. This occurs at one energy, $E=0$. The decay constant is greatest exactly at midgap, with the value

$$\kappa_0=\frac2a\,\operatorname{arsinh}\frac{\Delta}{2\sqrt{t_1t_2}}.\tag{4}$$

The symmetry of the bands by itself says less than this. It makes $\kappa(E)$ an even function, so a smooth $\kappa(E)$ must have zero slope at midgap. That the stationary point is a maximum, and the only one, follows from (3).

For the shape near the maximum, differentiate (3) with respect to $E$. The left side gives

$$4t_1t_2\cdot2\sinh\frac{\kappa a}{2}\cosh\frac{\kappa a}{2}\cdot\frac a2\frac{d\kappa}{dE}
=2at_1t_2\sinh(\kappa a)\frac{d\kappa}{dE},$$

and the right side gives $-2E$. Therefore

$$\frac{d\kappa}{dE}=-\frac{E}{at_1t_2\sinh\kappa a}.\tag{5}$$

The slope is positive below midgap and negative above it. Near $E=0$ the denominator may be held at its midgap value, and integration gives

$$\kappa\approx\kappa_0-\frac{E^2}{2at_1t_2\sinh\kappa_0a}.$$

The maximum is thus quadratic and flat. At the edges $\sinh\kappa a$ vanishes and the slope diverges, so most of the variation occurs there.

In the example $\Delta/(2\sqrt{t_1t_2})=2.5/6.325=0.3953$, which gives $\kappa_0a=0.7713$ and

$$\kappa_0=0.1928\ \text{Å}^{-1}=0.1020\ \text{bohr}^{-1}.$$

The density falls by a factor $e$ over $1/(2\kappa_0)=2.59$ Å, less than one cell. At $E=\pm0.5$ eV the decay constant is $0.1891$ Å$^{-1}$, about 2% below $\kappa_0$. At $E=\pm2.3$ eV, close to the edges, it has dropped to $0.0772$ Å$^{-1}$.

### (e) Equation (3) gives a solution at every gap energy. Why is the gap still a gap? What happens at a bare end?

**Solution.** A solution that decays to the right grows without limit to the left. The general solution at a gap energy is

$$c_1(-e^{-\kappa a})^n+c_2(-e^{\kappa a})^n$$

for each orbital, with the appropriate relative amplitudes of A and B. If $c_1\neq0$ it diverges as $n\to-\infty$; if $c_2\neq0$ it diverges as $n\to+\infty$. No nonzero choice is bounded on both sides, so the infinite crystal has no state in the gap.

If the crystal occupies $n\geq1$ alone, the growth to the left no longer matters. The decaying solution may be kept, but it must satisfy the condition at the end. Suppose the chain starts with orbital A of cell 1 and has vacuum to its left. The equation for $A_1$ then lacks the term $t_2B_0$. The bulk solution satisfies it if its continuation has $B_0=0$. Since $B_n=\lambda^nB$, this requires $B=0$ in every cell.

With $B=0$ and $A\neq0$, the two equations of part (a) become

$$E=\varepsilon,\qquad t_1+t_2\lambda=0.$$

So $\lambda=-t_1/t_2$, which decays if $t_1<t_2$. A bare end of this type thus has one gap state when $t_1<t_2$ and none when $t_1>t_2$. The energy $\varepsilon$ does lie in the gap, because $\Delta>\varepsilon$ when $t_1\neq t_2$.

The example has $t_1<t_2$, so there is an end state at $E=2$ eV, with

$$\kappa=\frac1a\ln\frac{t_2}{t_1}=\frac{\ln1.6}{4\ \text{Å}}=0.1175\ \text{Å}^{-1}.$$

This agrees with the value that (3) gives at that energy. The decay constant belongs to the bulk, while the end selects the energy. A metal, treated in part (j), removes this selection.

### (f) Relate the decay constant to the effective mass. When may one use a single parabolic band?

**Solution.** Put $k=\pi/a+q$ in (2), with $q$ small. Then $\cos^2(ka/2)=\sin^2(qa/2)\approx q^2a^2/4$, and

$$E_c\approx\sqrt{\Delta^2+t_1t_2a^2q^2}\approx\Delta+\frac{t_1t_2a^2}{2\Delta}q^2.$$

Comparison with $\Delta+q^2/(2m)$ gives

$$\frac1m=\frac{a^2t_1t_2}{\Delta}.\tag{6}$$

The valence band is the mirror image and has the same mass for holes. In the example $t_1t_2/\Delta=4$ eV, which with $a=4$ Å corresponds to $m=0.119\,m_e$.

Now suppose that the gap is narrow compared with the couplings, $\Delta^2\ll t_1t_2$. Then $\kappa a$ is small throughout the gap, $\sinh(\kappa a/2)\approx\kappa a/2$, and (3) reduces to

$$\kappa\approx\frac{\sqrt{\Delta^2-E^2}}{v},\qquad v=a\sqrt{t_1t_2}.\tag{7}$$

In these terms (6) reads $mv^2=\Delta$.

A one-band model keeps the parabola $E=\Delta+q^2/(2m)$ at all gap energies. With $q=i\kappa_1$ it gives

$$\kappa_1=\sqrt{2m(\Delta-E)}.$$

Dividing by (7) and using $mv^2=\Delta$,

$$\frac{\kappa_1}{\kappa}\approx\sqrt{\frac{2mv^2(\Delta-E)}{(\Delta-E)(\Delta+E)}}=\sqrt{\frac{2\Delta}{\Delta+E}}.$$

The ratio is 1 at the conduction edge and $\sqrt2$ at midgap. For a narrow gap the single parabola is sound when $\Delta-E\ll2\Delta$. In general (3) and (6) multiply the ratio by $2\sinh(\kappa a/2)/(\kappa a)$, so $\kappa a$ must also be small: for $\varepsilon=4$ eV and $t_1=t_2=0.7$ eV the ratio is already 1.38 at $\Delta-E=0.1\times2\Delta$. Farther down it overestimates the decay, because it lacks the valence band that bends $\kappa$ back to zero.

In the example, (7) gives $2.5/(4\times3.162)=0.1976$ Å$^{-1}$ at midgap, 2.5% above the two-band value. The one-band value is $0.2795$ Å$^{-1}$, larger than the two-band value by a factor 1.45. This exceeds $\sqrt2$ because the gap is not very narrow. For a chain with a much narrower gap the computed ratio is 1.414, which agrees with $\sqrt2$ to the digits given.

## Second half: unequal bands and metal contacts

The symbols carry over as follows. The chain has period $a$, orbital energies $\pm\varepsilon$, and couplings $t_1,t_2>0$ within and between cells. The half gap is $\Delta$, with $\Delta^2=\varepsilon^2+(t_1-t_2)^2$, and $E_g=2\Delta$. A solution is multiplied by $\lambda=e^{ika}$ per cell. For symmetric bands the decaying gap solution has $\lambda=-e^{-\kappa a}$, with

$$4t_1t_2\sinh^2\frac{\kappa a}{2}=\Delta^2-E^2,\qquad
\frac{d\kappa}{dE}=-\frac{E}{at_1t_2\sinh\kappa a},$$

and $\kappa$ has its greatest value $\kappa_0$ at midgap, $E=0$. The example has $a=4$ Å, $\Delta=2.5$ eV, $t_1t_2=10$ eV$^2$ and $\kappa_0=0.1928$ Å$^{-1}$.

### (g) Make the bands unequal by hopping between like orbitals. When does the gap stay direct, at the zone boundary?

**Solution.** Let $s$, of either sign, be the matrix element between A orbitals of neighbouring cells, and also between B orbitals of neighbouring cells. Raise both orbital energies by $2s$; this choice keeps the levels at $k=\pi/a$ fixed. Both cell equations acquire the same extra term, $2s+s(\lambda+1/\lambda)$, multiplying the amplitude. The earlier relation therefore holds with $E$ replaced by $E-2s-s(\lambda+1/\lambda)$.

For real $k$ put $u=1+\cos ka$, which runs from 0 at the zone boundary to 2 at the zone centre. The extra term is $2su$, and the bands are

$$E_\pm=2su\pm\sqrt{\Delta^2+2t_1t_2u}.\tag{8}$$

Now $E_c+E_v=4su$ depends on $k$, so the bands are no longer mirror images.

The square root is a strictly concave function of $u$, and a linear term does not alter this. The conduction band is concave in $u$, so its minimum lies at an endpoint, $u=0$ or $u=2$. The valence band is convex, so its maximum also lies at an endpoint. It is enough to compare endpoints. With $W=\sqrt{\Delta^2+4t_1t_2}$, the extrema lie at $u=0$ if

$$4s+W>\Delta\qquad\text{and}\qquad4s-W<-\Delta .$$

Together these say $W>\Delta+4|s|$. Both sides are positive, so squaring is allowed:

$$\Delta^2+4t_1t_2>\Delta^2+8|s|\Delta+16s^2.$$

Cancelling $\Delta^2$ and dividing by 4,

$$t_1t_2>2|s|\Delta+4s^2.\tag{9}$$

Under this condition the edges are still $\pm\Delta$ and midgap is still $E=0$. The condition was tested on 60 chains with random parameters by diagonalizing their bands. It sorted all of them correctly: 38 have both band extrema at the zone boundary and 22 do not.

The example with unequal bands takes $s=0.8$ eV. The right side of (9) is then $4+2.56=6.56$ eV$^2$, less than 10 eV$^2$, so the gap is direct.

For symmetric bands, the decay constant in the gap is greatest exactly at midgap, and condition (9) tells when the gap stays direct once the bands are made unequal. It remains to find the decaying solutions and the position of the maximum for unequal bands, and to treat metal contacts, transmission through a layer and the competition with thermionic injection.
